# The Wulff construction from minimum surface free energy at fixed volume

Magnify a crystal by a factor $c$ without changing its shape. Its facet areas grow as $c^2$ and its volume $V$ as $c^3$. If the surface free energy per area depends only on orientation, the total surface free energy $F$ therefore grows as $V^{2/3}$ for every shape, and the lowest value at given volume has the form

$$F_{\min}(V)=C\,V^{2/3}.$$

The best shape does not depend on size. Multiplying all surface energies by one factor multiplies $C$ by that factor and leaves the shape alone, so the shape depends only on ratios of surface energies. What remains is to find $C$ and the shape.

Let $\gamma(\mathbf n)>0$ be the free energy per area of a surface with outward unit normal $\mathbf n$, at fixed temperature and fixed chemical potentials of any adsorbing species. It is taken as continuous in $\mathbf n$. The crystal is free-standing, and energies of edges, corners and strain are left out. For a body $K$ with flat facets of area $A_i$ and normal $\mathbf n_i$,

$$F(K)=\sum_i\gamma(\mathbf n_i)A_i .$$

$K$ need not be convex. The inequality below extends to piecewise smooth bodies by approximating them with such polyhedra. Define

$$W=\{\mathbf x:\ \mathbf x\cdot\mathbf n\le\gamma(\mathbf n)\ \text{for all }\mathbf n\}.$$

This is the Wulff construction: draw a plane normal to each $\mathbf n$ at distance $\gamma(\mathbf n)$ from the origin, and keep the points behind all the planes. $W$ lives in a space whose coordinates have the unit of $\gamma$, and its volume $|W|$ has the unit of $\gamma^3$. It is convex, bounded, and has the origin inside. We take the case in which it is a polyhedron. The claim is

$$F(K)\ \ge\ 3|W|^{1/3}V^{2/3},\qquad\text{with equality only for }K=sW,\quad s=(V/|W|)^{1/3},\tag{1}$$

up to translation.

Let $h_W(\mathbf n)=\max_{\mathbf x\in W}\mathbf x\cdot\mathbf n$ be the distance from the origin to the plane that touches $W$ from outside. By construction $h_W(\mathbf n)\le\gamma(\mathbf n)$. On a facet of $W$ the two are equal. To see this, take a point $\mathbf x$ inside the facet. If $\mathbf x\cdot\mathbf m<\gamma(\mathbf m)$ held for every $\mathbf m$, continuity would leave a smallest positive gap, and $\mathbf x$ would be interior to $W$. So $\mathbf x\cdot\mathbf m=\gamma(\mathbf m)$ for some $\mathbf m$, and that plane touches $W$ at $\mathbf x$. The one touching plane at an inner point of a facet is the facet plane, hence $\mathbf m=\mathbf n$. Dividing $W$ into cones with apex at the origin, of height $\gamma_i$ and base $A_i$, gives

$$|W|=\tfrac13\sum_i\gamma_iA_i=\tfrac13F(W).$$

Scaling by $s$ multiplies areas by $s^2$, so $F(sW)=3s^2|W|=3|W|^{1/3}V^{2/3}$. The bound is attained, and its validity for all other bodies must now be shown.

The surface sum can be read as a rate of volume growth. Let $K+\varepsilon W$ be the set of points $\mathbf k+\varepsilon\mathbf w$ with $\mathbf k\in K$, $\mathbf w\in W$. Take such a point outside $K$, and let $\mathbf p$ be the last point of $K$ on the segment from $\mathbf k$ to it. If $\mathbf p$ is on an edge, the point lies within a distance of order $\varepsilon$ of that edge, and all such points fill a volume of order $\varepsilon^2$. Otherwise $\mathbf p$ is inside a facet $i$. The point then stands above the facet plane by at most $\varepsilon h_W(\mathbf n_i)$, and its foot is within order $\varepsilon$ of the facet. Adding the slabs,

$$|K+\varepsilon W|\le|K|+\varepsilon\sum_iA_ih_W(\mathbf n_i)+O(\varepsilon^2).\tag{2}$$

A lower bound on the volume of a sum of sets comes from slicing, one dimension at a time. On a line, shift two closed bounded sets so that the first ends at 0 and the second begins there. Their sum contains both, and they share one point, so the length of the sum is at least the sum of the lengths.

In a plane, take polygonal regions $A$ and $B$ of unit area. Let $y_A(\sigma)$ be the height below which a fraction $\sigma$ of $A$ lies, and $a(\sigma)$ the length of the slice there. Since $d\sigma=a\,dy_A$, we have $dy_A/d\sigma=1/a$. Define $y_B$ and $b$ likewise. For $0<t<1$, the set $(1-t)A+tB$ contains, at height $(1-t)y_A+ty_B$, the sum of the two scaled slices. Its area is at least

$$\int_0^1[(1-t)a+tb]\left[\frac{1-t}{a}+\frac tb\right]d\sigma\ \ge\int_0^1a^{1-t}b^{t}\,a^{-(1-t)}b^{-t}\,d\sigma=1,$$

because a weighted arithmetic mean is not less than the geometric mean. Gaps in a region make the heights jump, which only leaves some area uncounted. For general areas write $A=\alpha A'$, $B=\beta B'$, with $A'$, $B'$ of unit area, and put $t=\beta/(\alpha+\beta)$. Then $A+B=(\alpha+\beta)[(1-t)A'+tB']$, so

$$|A+B|^{1/2}\ge\alpha+\beta=|A|^{1/2}+|B|^{1/2}.\tag{3}$$

In space, first scale so that $|K|=|W|=1$. Choose a direction $\mathbf u$ and slice both bodies by planes normal to it at equal volume fraction $\sigma$. Let the section areas be $p^2$ for $K$ and $q^2$ for $W$, at heights $z_K$ and $z_W$, so that $dz_K/d\sigma=1/p^2$ and $dz_W/d\sigma=1/q^2$. By (3) the matching section of $(1-t)K+tW$ has area at least $[(1-t)p+tq]^2$. Hence

$$|(1-t)K+tW|\ge\int_0^1g_t\,d\sigma,\qquad g_t=[(1-t)p+tq]^2\left[\frac{1-t}{p^2}+\frac t{q^2}\right]\ge1,\tag{4}$$

again by the inequality of the means. With $\varepsilon=t/(1-t)$ the left side is $(1-t)^3|K+\varepsilon W|$, and (2) bounds it from above by

$$1-3t+t\sum_iA_ih_W(\mathbf n_i)+O(t^2).$$

Subtract 1, divide by $t$ and let $t\to0$. On the right of (4) we need the slope of $g_t$ at $t=0$. With $r=q/p$ the product rule gives

$$\frac{2p(q-p)}{p^2}+p^2\left(\frac1{q^2}-\frac1{p^2}\right)=2r-2+\frac1{r^2}-1 .$$

As $(g_t-1)/t$ is never negative, the limit may be taken first on ranges of $\sigma$ where $p$ and $q$ stay away from zero, and the ranges then enlarged. Using $\gamma\ge h_W$,

$$F(K)-3\ \ge\ \sum_iA_ih_W(\mathbf n_i)-3\ \ge\int_0^1\left(2r+\frac1{r^2}-3\right)d\sigma\ \ge0.\tag{5}$$

The last step is the inequality of the means for $r$, $r$ and $r^{-2}$, whose product is 1. Restoring the scales, areas carry a factor $V^{2/3}$ and $h_W$ a factor $|W|^{1/3}$, which gives the inequality in (1).

Equality requires $r=1$ at almost every $\sigma$, for every direction $\mathbf u$. If the interior of $K$ is connected, its heights have no jumps, and $dz_K/d\sigma=dz_W/d\sigma$ makes $z_K-z_W$ constant. The centroid has height $\int_0^1z\,d\sigma$, so this constant is the difference of the centroid heights. Move $K$ so that the centroids coincide. All these constants then vanish together, and $K$ and $W$ have the same outermost plane in every direction. The convex hull of $K$ is then $W$, and equal volume leaves $K=W$. If $K$ falls into parts of volume $V_a$, each part obeys the bound, and $\sum_aV_a^{2/3}>V^{2/3}$ because $(V_a/V)^{2/3}>V_a/V$. A divided crystal costs more.

Since the minimizer is $sW$, a facet that appears lies at distance $h_i=s\gamma_i$ from the image of the origin, called the Wulff point:

$$\frac{\gamma_i}{h_i}=\frac1s\quad\text{for every exposed facet}.\tag{6}$$

An absent orientation has $h=sh_W\le s\gamma$ for its touching plane, so its ratio is at least $1/s$. The centre in (6) need not be the centroid. Moving the origin by $-\mathbf t$ changes each distance to $s\gamma_i+\mathbf t\cdot\mathbf n_i$ and spoils the common ratio. A numerical search confirms (6) up to such a shift of origin. The 14 distances of a crystal bounded by {111} and {100} planes were varied independently, with energies made unequal by up to 4 % about 1, to minimize $F/V^{2/3}$. The largest deviation from $s\gamma_i+\mathbf t\cdot\mathbf n_i$, divided by $s$, fell from 0.058 to about $10^{-8}$.

The bound (5) was tested with a broken-bond model, in which $\gamma(\mathbf n)$ is a sum of $|\mathbf n\cdot\mathbf b|$ over the six nearest-neighbour bond axes $\mathbf b$ of a face-centred cubic crystal, scaled to $|W|=1$. A unit cube has $F-3=0.780$, and slicing along a cube axis guarantees 0.193. The slicing bound is far from tight here, but it is positive.

From $F_{\min}=3|W|^{1/3}V^{2/3}$ follows

$$\frac{dF_{\min}}{dV}=2|W|^{1/3}V^{-1/3}=\frac2s=\frac{2\gamma_i}{h_i}.\tag{7}$$

The same slope holds if a single exposed facet is moved. The difference $F-3|W|^{1/3}V^{2/3}$ is nowhere negative and vanishes at $sW$, so its derivative with respect to any one facet distance vanishes there, provided that $F$ is differentiable. No facet can then lower the energy by passing atoms to another. If an atom occupies volume $\Omega$, its chemical potential exceeds that of the infinite crystal by

$$\Delta\mu=\frac{2\gamma_i\Omega}{h_i}.$$

Constant $\gamma$ is a limit of polyhedral cases. $W$ is then a ball of radius $\gamma$, and $sW$ a ball of radius $R=s\gamma$. Then $F=3V/s=3(4\pi R^3/3)\gamma/R=4\pi R^2\gamma$, and (7) becomes the Laplace pressure $2\gamma/R$.

Consider now a copper crystallite of $8000\ \mathrm{nm^3}$, the volume of a cube 20 nm wide. Take rough round energies of 1.30, 1.45, 1.55 and $1.60\ \mathrm{J/m^2}$ for {111}, {100}, {110} and {311}, and assume that no other orientation cuts the shape. Which facets appear follows from adding plane inequalities. With the {111} planes alone, $x+y+z\le\sqrt3\gamma_{111}$ and $x+y-z\le\sqrt3\gamma_{111}$ add up to

$$\frac{x+y}{\sqrt2}\le\sqrt{\tfrac32}\,\gamma_{111}=1.592\ \mathrm{J/m^2}.$$

The bound is reached at $x=y=\sqrt3\gamma_{111}/2$, $z=0$, which the {100} planes allow. As 1.55 is smaller, {110} appears. For {311}, $3x+y+z=2x+(x+y+z)$ gives

$$\frac{3x+y+z}{\sqrt{11}}\le\frac{2\gamma_{100}+\sqrt3\gamma_{111}}{\sqrt{11}}=1.553\ \mathrm{J/m^2},$$

reached on the edge between a {100} and a {111} facet. As 1.60 is larger, {311} is absent.

The scale is $s=8.477$ nm per $\mathrm{J/m^2}$. The {111} facets lie at $8.477\times1.30=11.02$ nm, {100} at 12.29 nm and {110} at 13.14 nm. They take 68.9, 26.2 and 4.9 % of the area. The common ratio is $1/s=0.1180\ \mathrm{J/m^2}$ per nm. For {311} the touching plane is at 13.17 nm, and the ratio $1.60/13.17=0.1215$ is larger, as it must be. The energy is

$$F=\frac{3V}{s}=\frac{3\times8000}{8.477}\times10^{-18}\ \mathrm J=2.83\times10^{-15}\ \mathrm J=1.77\times10^4\ \mathrm{eV}.$$

At the same volume a {100} cube costs 22.9 % more and a {111} octahedron 5.0 % more. One $\mathrm{J/m^2}$ per nm is 1 GPa, so $dF/dV=2/s=0.236$ GPa. Moving one {111}, {100} or {110} facet alone gives this same value. With a lattice constant $a=0.361$ nm, $\Omega=a^3/4=0.01176\ \mathrm{nm^3}$ and $\Delta\mu=17.3$ meV. At 600 K the equilibrium pressure of an ideal monatomic vapour is higher by the factor $e^{\Delta\mu/k_BT}=1.40$.

The {110} facets are where the continuum answer is least secure. Each is a strip bounded by $|z|\le\sqrt3h_{111}-\sqrt2h_{110}$, which makes it 1.01 nm wide, under three lattice constants. Together they save 13.2 eV compared with the best crystal without them, but they lengthen the edges from 324 to 424 nm. At a rough edge energy of 0.30 eV/nm the extra edges cost 30.2 eV, more than the saving, though all edges together amount to 0.72 % of $F$. Errors in $\gamma$ matter as much: lowering $\gamma_{110}$ by $0.05\ \mathrm{J/m^2}$ raises the {110} area to 12.0 %, and raising it by as much removes the facets. Whether {110} appears at this size is therefore not settled by these inputs.

A substrate can be treated by the same theorem. Let a {111} plane rest on it with work of adhesion $\beta$, the work per area needed to separate the two. Relative to the bare substrate, the contact plane costs $\gamma_{111}-\beta$. Use this value for the downward normal. A downward face not in contact really costs more, so the bound still holds, and the shape in contact attains it. Lowering $\gamma$ at one direction does no harm, since the smallest gap used earlier still exists. The contact energy must be positive to keep the Wulff point inside. For $\beta=0.60\ \mathrm{J/m^2}$ it is $0.70\ \mathrm{J/m^2}$, and a search over the contact distance with the other planes in fixed proportion finds 0.7000 in units of $s$. At fixed volume the height falls from 22.0 to 18.1 nm and the energy by 6.2 %. The Wulff point is now nearer the bottom facet than the top one.

The chosen energies are rough inputs with {111} lowest, and a prediction for real copper needs computed or measured values. Real islands depart from this worked example in several ways, sized here with rough inputs:

- **Strain.** A uniform strain $\eta$ changes the area by $2\eta A$ and the volume by $3\eta V$. A surface stress $f$ thus acts as a pressure $2fA/3V$. For $f=1.5\ \mathrm{J/m^2}$ this is 0.26 GPa. With a bulk modulus of 140 GPa the volume shrinks by 0.19 %, and the elastic energy is 0.07 % of $F$. Misfit with a substrate is not included and can cost much more.
- **Temperature.** If heating lowers every $\gamma$ by the same $0.10\ \mathrm{J/m^2}$, $F$ falls by 7.4 %, but the {100} share moves only from 26.2 to 25.3 %. Drops that differ between facets can change the shape more.
- **Adsorption.** An ordered quarter layer on {100}, with a net free-energy gain of 0.20 eV per adsorbed atom relative to its reservoir, lowers $\gamma_{100}$ by $0.25\times0.20\times2/a^2=0.77\ \mathrm{eV/nm^2}$, or $0.123\ \mathrm{J/m^2}$. The {100} share rises to 37.1 %.
- **Kinetics.** Over a length $L$ the chemical potential varies by about $\gamma\Omega/L$. With site density $\nu$ and a surface diffusivity $D$ averaged over all surface atoms, mobile or not, this drives a flux $D\nu\gamma\Omega/(k_BTL^2)$, and the surface moves at $\Omega/L$ times the flux. This suggests the time scale $L^4k_BT/(D\nu\gamma\Omega^2)$. For $L=h_{111}$ and $D=10^{-7}\ \mathrm{m^2/s}\times e^{-0.80\,\mathrm{eV}/k_BT}$ it is about 2 s at 600 K and $5\times10^6$ s, two months, at 300 K. The numerical factor left out depends on the shape: a slightly elongated sphere of radius $L$ with constant $\gamma$ relaxes 24 times faster, which turns two months into 2.5 days (4.1 days for a sphere of the crystal's volume, whose radius is 12.4 nm). Flat facets can be much slower, because new layers must nucleate. A round one-layer island with step energy $\lambda$ and area $A_1$ per atom has the barrier $\pi\lambda^2A_1/\Delta\mu$. The step energy is not free to choose. A plane tilted by a small angle $\theta$ from {111} costs $\gamma_{111}\cos\theta+(\lambda/d)\sin\theta$, with step height $d=a/\sqrt3$, and it cuts the facet at the distance $s\lambda/d$ from the facet centre. The nearest facet edge is 7.17 nm away, so the assumption that no other orientation cuts the shape requires $\lambda\ge1.10$ eV/nm. With this value, $A_1=\sqrt3a^2/4$ and a driving force of 17.3 meV per atom, the barrier is 12.4 eV, about 240 $k_BT$ at 600 K, at an island radius of 3.6 nm. This estimate is for an isolated island on a perfect facet; routes by way of facet edges or existing steps are not sized here.

With these inputs, adsorption changes the {100} share much more than the uniform temperature shift does, and kinetics decides whether the equilibrium shape is reached at all. The diffusion time scale is more than a million times shorter at 600 K than at 300 K, but whether an anneal brings an island near the Wulff shape also depends on how easily new layers form on its flat facets. The remaining values are in the numerical output.

## Calculated quantities

```
Blind search: ratio misfit start 0.058, end 9.7e-09
Blind search: F/bound - 1 = 4.4e-16
300 random bodies: lowest F/bound = 1.225
Box width 0.8: F-3 = 0.956, slicing bound = 0.223
Box width 1.0: F-3 = 0.780, slicing bound = 0.193
Box width 1.2: F-3 = 0.914, slicing bound = 0.425
Crystal volume = 8000 nm^3
(111): gamma = 1.30 J/m^2, s*gamma = 11.021 nm, area = 1443.6 nm^2 (68.9 %)
(100): gamma = 1.45 J/m^2, s*gamma = 12.292 nm, area = 548.1 nm^2 (26.2 %)
(110): gamma = 1.55 J/m^2, s*gamma = 13.140 nm, area = 103.0 nm^2 (4.9 %)
(311): gamma = 1.60 J/m^2, s*gamma = 13.564 nm, area = 0.0 nm^2 (0.0 %)
Scale s = 8.4774 nm per (J/m^2)
Common ratio gamma/h = 0.11796 J/m^2 per nm
Total area = 2094.7 nm^2
Total surface energy = 17670 eV = 2.831e-15 J
dF/dV = 2/s = 0.23592 GPa
dF/dV moving one (111) facet = 0.23592 GPa
dF/dV moving one (100) facet = 0.23592 GPa
dF/dV moving one (110) facet = 0.23592 GPa
Exposure limit of gamma110 = 1.5922 J/m^2
Exposure limit of gamma311 = 1.5533 J/m^2
(311) supporting-plane distance = 13.168 nm
Cube energy excess = 22.9 %
Octahedron energy excess = 5.0 %
Lattice constant = 0.361 nm, atom volume = 0.01176 nm^3
Excess chemical potential = 17.3 meV per atom
Vapour pressure factor at 600 K = 1.398
(110) facet width = 1.01 nm
Energy gain from (110) facets = 13.2 eV
Edge length with, without (110) = 424, 324 nm
Extra edge cost at 0.30 eV/nm = 30.2 eV
Total edge/surface energy = 0.72 %
gamma110 -0.05, +0.05 J/m^2: (110) area = 12.0, 0.0 %
Surface stress 1.5 J/m^2, bulk modulus 140 GPa
Stress pressure = 0.262 GPa, volume strain = 0.19 %
Elastic/surface energy = 0.069 %
All gamma lower by 0.10 J/m^2: energy change = -7.4 %, (100) area = 25.3 %
Adsorbate on (100): coverage 0.25, net binding 0.20 eV
Adsorbate lowers gamma100 by 0.123 J/m^2, (100) area = 37.1 %
Adhesion = 0.60 J/m^2, contact energy = 0.70 J/m^2
Contact distance/s: direct search = 0.7000 J/m^2
Height free, supported = 22.04, 18.07 nm
Supported/free energy = 0.9384
Diffusion prefactor 1e-07 m^2/s, barrier 0.80 eV
Relaxation time at 600 K = 2.0e+00 s
Relaxation time at 300 K = 5.3e+06 s
```
